# The Pasternack–Sternheimer rule for hydrogenic radial integrals, part 2

A spinless, nonrelativistic electron moves in the field of a fixed point nucleus of charge $Z$. In Hartree atomic units $H=-\tfrac12\nabla^2-Z/r$. Bound states are $\psi_{nlm}=R_{nl}Y_{lm}$, with $u_{nl}=rR_{nl}$ real and normalized, $R_{nl}>0$ just outside the origin, $\kappa=Z/n$ and $E_n=-\kappa^2/2$. We study the integrals

$$I_s=\int_0^\infty R_{nl}(r)\,R_{n'l'}(r)\,r^{-s}\,r^2\,dr=\int_0^\infty u_{nl}\,u_{n'l'}\,r^{-s}\,dr ,\tag{1}$$

with $l\ge l'$ and $\Delta=l-l'$. They exist if and only if $s<l+l'+3$. "The program" is a numerical check that evaluates them from this definition.

The Laguerre polynomials are

$$L^{a}_{m}(x)=\sum_{i=0}^{m}(-1)^i\binom{m+a}{m-i}\frac{x^i}{i!}.\tag{2}$$

Inside one shell ($n=n'$), put $x=2\kappa r$, $m=n-l-1$, $a=2l+1$, $k=n-l'-1$, $b=2l'+1$ and $\tau=\Delta+1-s$. Then

$$I_s=\frac{(2\kappa)^s}{2n}\sqrt{\frac{m!\,k!}{(n+l)!\,(n+l')!}}\;J_s,\qquad J_s=\int_0^\infty x^{l+l'+2-s}e^{-x}L^a_m(x)L^b_k(x)\,dx .\tag{9}$$

$$J_s=\sum_{i=0}^{m}\frac{(-1)^i}{i!}\binom{m+a}{m-i}\,M(\tau+i).\tag{10}$$

The moments of $L^b_k$ are

$$M(t)=(-1)^k\binom{t}{k}\,\Gamma(b+t+1),\qquad t>-b-1 .\tag{7}$$

The results so far are the Pasternack–Sternheimer rule

$$I_s=0\quad\text{for } n=n',\ l\ne l',\ s=2,3,\dots,|l-l'|+1 ,\tag{11}$$

the nonzero edge values $J_1=(-1)^\Delta(n+l')!/m!$ and

$$J_{\Delta+2}=\frac{(n+l)!\,(2l')!}{(n-l-1)!\,(2l+1)!}>0 ,\tag{13}$$

and, for real $s$, with $p$ a polynomial of degree $2m$,

$$J_s=\Gamma(b+\tau+1)\;\tau(\tau-1)\cdots(\tau-\Delta+1)\;p(\tau).\tag{14}$$

Part (e) asks for a worked example, 5f–5s in hydrogen: for $Z=1$, $n=5$, $l=3$, $l'=0$, compute $I_s$ for $s=0,1,\dots,5$ and for $s=2.5$.

### Solution

The indices are $m=1$, $a=7$, $k=4$, $b=1$, $\Delta=3$, and $2\kappa=0.4$ bohr$^{-1}$. The integrals exist for $s<6$. From (2), $L^7_1(x)=\binom81-x=8-x$, so (10) has two terms,

$$J_s=8\,M(\tau)-M(\tau+1),\qquad\tau=4-s,\qquad M(t)=\binom t4\,\Gamma(t+2).$$

The moments are $M(-1)=\Gamma(1)=1$, then $M(0)=M(1)=M(2)=M(3)=0$, then $M(4)=5!=120$ and $M(5)=5\cdot6!=3600$. The constant in (9) is

$$\frac1{10}\sqrt{\frac{1!\,4!}{8!\,5!}}=2.227177\times10^{-4},$$

and $I_s$ is this constant times $0.4^sJ_s$.

| $s$ | $\tau$ | $J_s$ | $I_s$ (bohr$^{-s}$) |
|---|---|---|---|
| 0 | 4 | $960-3600=-2640$ | $-0.587975$ |
| 1 | 3 | $0-120=-120$ | $-1.069045\times10^{-2}$ |
| 2 | 2 | $0$ | $0$ |
| 3 | 1 | $0$ | $0$ |
| 4 | 0 | $0$ | $0$ |
| 5 | $-1$ | $8-0=8$ | $1.824503\times10^{-5}$ |

For instance $I_1=0.4\times2.227177\times10^{-4}\times(-120)=-1.069045\times10^{-2}$ bohr$^{-1}$ and $I_5=0.4^5\times2.227177\times10^{-4}\times8=1.824503\times10^{-5}$ bohr$^{-5}$. The value $J_1=-5!/1!$ is the one found in part (d), and (13) gives $J_5=8!\,0!/(1!\,7!)=8$. The radial overlap $I_0$ is far from zero. The 5f and 5s states are orthogonal through their spherical harmonics, and nothing forces their radial functions to be orthogonal.

For real $\tau$, pull out the common factors as in (14). With $\Gamma(\tau+3)=(\tau+2)\Gamma(\tau+2)$,

$$J_s=\Gamma(\tau+2)\,\frac{\tau(\tau-1)(\tau-2)}{24}\left[8(\tau-3)-(\tau+1)(\tau+2)\right]=\Gamma(\tau+2)\,\frac{\tau(\tau-1)(\tau-2)}{24}\left[-\tau^2+5\tau-26\right].$$

The quadratic has discriminant $25-104<0$ and is negative for all real $\tau$, so for this pair $s=2,3,4$ are the only zeros. Each is simple, and the three sign changes account for the opposite signs of $I_1$ and $I_5$. At $s=2.5$ we have $\tau=1.5$, the cubic factor is $1.5\times0.5\times(-0.5)=-0.375$, the quadratic is $-2.25+7.5-26=-20.75$, and $\Gamma(7/2)=15\sqrt\pi/8$. Therefore

$$J_{2.5}=\frac{15\sqrt\pi}{8}\cdot\frac{0.375\times20.75}{24}=1.077493,\qquad I_{2.5}=0.4^{2.5}\times2.227177\times10^{-4}\times1.077493=2.428393\times10^{-5}\ \text{bohr}^{-2.5}.$$

The program obtains this last number by quadrature of the definition and asserts its agreement with (9) and (10).

## Part (f): the case $s=2$ in any central potential

Let $u$ and $v$ be normalized bound radial functions with quantum numbers $l,l'$ and energies $E,E'$ in a central potential $V(r)$ that is differentiable for $r>0$, with $rV$ bounded near the origin. Define $I_s=\int uv\,r^{-s}dr$. Find a relation between $I_2$ and $I_0$. For the Coulomb potential and $\Delta=1$, find also a relation between $I_2$ and the dipole integral $I_{-1}$.

### Solution

The radial equations are $u''=Pu$ and $v''=Qv$ with

$$P=\frac{l(l+1)}{r^2}+2V-2E,\qquad Q=\frac{l'(l'+1)}{r^2}+2V-2E' .$$

The condition on $V$ keeps the behaviour $u\sim r^{l+1}$, $v\sim r^{l'+1}$ at the origin. Define $y=uv$, the Wronskian $W=u'v-uv'$, and $D=l(l+1)-l'(l'+1)$. In $W'$ the terms $u'v'$ cancel, so

$$W'=u''v-uv''=(P-Q)\,y=\left[\frac{D}{r^2}-2(E-E')\right]y .\tag{15}$$

The potential has dropped out. At the origin $W$ scales as $r^{l+l'+1}$ and vanishes, and at infinity it vanishes because the states are bound. Integrating (15) over all $r$ gives

$$D\,I_2=2(E-E')\,I_0 .\tag{16}$$

Since $D=(l-l')(l+l'+1)$ is nonzero for $l\ne l'$, equal energies force $I_2=0$ whatever the potential. The lowest member of (11) is thus a consequence of degeneracy alone. Without degeneracy $I_2$ is proportional to the energy difference. For 3d–4s in hydrogen, $D=6$, $E-E'=-2.430556\times10^{-2}$ hartree and $I_0=0.065380$, so

$$I_2=\frac{2\times(-2.430556\times10^{-2})\times0.065380}{6}=-5.2970\times10^{-4}\ \text{bohr}^{-2},$$

which agrees with the value $-5.296998\times10^{-4}$ bohr$^{-2}$ from the definition. For the same pair $I_3=1.931197\times10^{-5}$ bohr$^{-3}$, so neither member of the range $s=2,3$ vanishes between these two shells. In a model atom with a local screened central potential, states of equal $n$ and different $l$ have in general different energies, and (16) gives the exact $I_2$ that replaces the Coulomb zero.

For the second relation we use commutators. Acting on a function $f$, $[H,z]f=-\tfrac12[\nabla^2(zf)-z\nabla^2f]=-\partial_zf$. The Laplacian commutes with $\partial_z$, and $[V,\partial_z]f=V\partial_zf-\partial_z(Vf)=-(\partial_zV)f$, so $[H,-\partial_z]=\partial_zV$. For $V=-Z/r$, $\partial_zV=Zz/r^3=Z\cos\theta/r^2$. Hence, away from the origin,

$$[H,[H,z]]=\frac{Z\cos\theta}{r^2}.$$

Take the matrix element between eigenstates $\psi_A$ and $\psi_B$. To let $H$ act to the left, Green's theorem is applied outside a small sphere of radius $\epsilon$. The surface term is $\epsilon^2$ times an angular integral of $\psi_A^*\partial_r\varphi-\varphi\,\partial_r\psi_A^*$, where $\varphi$ is $z\psi_B$ or $\partial_z\psi_B$. Each eigenstate is a harmonic polynomial times a function of $r$ with bounded derivatives, so $\varphi$ and its radial derivative are bounded, and the surface term vanishes as $\epsilon\to0$. Then $\langle A|[H,X]|B\rangle=(E_A-E_B)\langle A|X|B\rangle$ for $X=z$ and $X=-\partial_z$. Applying this twice, with $\omega=E_A-E_B$, gives $Z\langle A|\cos\theta/r^2|B\rangle=\omega^2\langle A|r\cos\theta|B\rangle$. The angular integral of $\cos\theta$ is the same on both sides, and for $\Delta=1$ and both magnetic quantum numbers zero it is nonzero, as part (j) shows explicitly. Dividing by it,

$$Z\,I_2=\omega^2 I_{-1}\qquad(\Delta=1,\ \text{any }n,n').\tag{17}$$

This is the equality of the acceleration and length forms of the electric dipole matrix element. For 2p–1s, $\omega=0.375$ hartree and $I_{-1}=1.290266$ bohr give $0.375^2\times1.290266=0.181444$, the value of $I_2$ in bohr$^{-2}$. Inside a shell $\omega=0$, and (17) gives the $\Delta=1$ case of the rule. The length integral does not vanish there: for 2p–2s, $I_{-1}=-5.196152$ bohr. In this model the intra-shell dipole is a static matrix element. It has no oscillation frequency, and accordingly no acceleration matrix element. The program asserts (16) and (17) as exact rational identities for several pairs of different shells.

## Part (g): a recursion and a second proof

For $E=E'$, derive from the two radial equations alone a relation among the integrals $\langle f\rangle=\int_0^\infty uv\,f(r)\,dr$, specialize it to the Coulomb potential, and prove (11) again. Explain from the relation why the range ends at $\Delta+1$, and find $I_{\Delta+3}$.

### Solution

Let $S=P+Q$ and $g=u'v'$. Differentiating $y=uv$ gives $y'=u'v+uv'$ and $y''=u''v+2u'v'+uv''=Sy+2g$. The derivative of $g$ is $g'=Puv'+Qu'v$. From the definitions of $y'$ and $W$, $u'v=\tfrac12(y'+W)$ and $uv'=\tfrac12(y'-W)$, so $g'=\tfrac12Sy'-\tfrac12(P-Q)W$. Differentiating $y''$ then gives

$$y'''=S'y+2Sy'-(P-Q)W .\tag{18}$$

For $E=E'$ we have $P-Q=D/r^2$, $W'=Dy/r^2$, and $S=T/r^2+4(V-E)$ with $T=l(l+1)+l'(l'+1)$. Let $\sigma=l+l'+1$, so that $y\sim r^{\sigma+1}$ and $W\sim r^{\sigma}$ at the origin. Multiply (18) by $r^{t+1}$ with real $t\neq0$ and integrate term by term.

On the left, three integrations by parts give

$$\int_0^\infty r^{t+1}y'''dr=\left[r^{t+1}y''-(t+1)r^ty'+(t+1)t\,r^{t-1}y\right]_0^\infty-(t+1)t(t-1)\langle r^{t-2}\rangle .$$

Each boundary term scales as $r^{t+\sigma}$ at the origin and vanishes for $t>-\sigma$, which is also the condition for $\langle r^{t-2}\rangle$ to exist.

In the second term on the right, one integration by parts gives $\int2r^{t+1}Sy'dr=-2\langle(r^{t+1}S)'\rangle$, with a boundary term $2r^{t+1}Sy$ that again scales at worst as $r^{t+\sigma}$. Adding the first term,

$$\langle r^{t+1}S'\rangle-2\langle(t+1)r^tS+r^{t+1}S'\rangle=-\langle r^{t+1}S'\rangle-2(t+1)\langle r^tS\rangle .$$

With $S'=-2T/r^3+4V'$, the first piece is $2T\langle r^{t-2}\rangle-4\langle r^{t+1}V'\rangle$ and the second is $-2(t+1)T\langle r^{t-2}\rangle-8(t+1)\langle r^t(V-E)\rangle$. The terms in $T$ add to $-2tT\langle r^{t-2}\rangle$.

In the last term, $r^{t-1}$ is integrated to $r^t/t$, which is why $t\ne0$ was required:

$$-D\int_0^\infty r^{t-1}W\,dr=-\frac Dt\left[r^tW\right]_0^\infty+\frac Dt\int_0^\infty r^tW'dr=\frac{D^2}{t}\langle r^{t-2}\rangle .$$

Collecting the three results, multiplying by $t$ and moving all terms in $\langle r^{t-2}\rangle$ to the left gives

$$\left[-t^2(t^2-1)+2Tt^2-D^2\right]\langle r^{t-2}\rangle=-4t\langle r^{t+1}V'\rangle-8t(t+1)\langle r^t(V-E)\rangle .$$

The bracket factorizes. We have $D=\Delta\sigma$, and $\Delta^2+\sigma^2=(l-l')^2+(l+l')^2+2(l+l')+1=2l^2+2l'^2+2l+2l'+1=2T+1$. So the bracket is $-t^4+(\Delta^2+\sigma^2)t^2-\Delta^2\sigma^2=(t^2-\Delta^2)(\sigma^2-t^2)$, and

$$(t^2-\Delta^2)(\sigma^2-t^2)\langle r^{t-2}\rangle=-4t\langle r^{t+1}V'\rangle-8t(t+1)\langle r^t(V-E)\rangle,\qquad t>-\sigma .\tag{19}$$

At $t=0$ this reads $-D^2I_2=0$, which holds by (16), so (19) is valid there too.

For the Coulomb potential, $V'=Z/r^2$, $V=-Z/r$ and $E=-\kappa^2/2$. The right side becomes $-4tZ\langle r^{t-1}\rangle+8t(t+1)Z\langle r^{t-1}\rangle-4t(t+1)\kappa^2\langle r^t\rangle$, and $-1+2(t+1)=2t+1$. The result is a three-term recursion,

$$(t^2-\Delta^2)(\sigma^2-t^2)\langle r^{t-2}\rangle=4t\left[Z(2t+1)\langle r^{t-1}\rangle-(t+1)\kappa^2\langle r^t\rangle\right].\tag{20}$$

For $\Delta=0$, division by $4t$ turns it into the Kramers relation for diagonal expectation values, with $\sigma=2l+1$. The program asserts (20) as an exact rational identity for all pairs with $n=2,\dots,10$, for $Z=1,2$, and for integers $t$ from $-(l+l')$ to $4$.

Put $t=-j$ and recall $\langle r^{-s}\rangle=I_s$:

$$(j^2-\Delta^2)(\sigma^2-j^2)\,I_{j+2}=4j\left[Z(2j-1)\,I_{j+1}-(j-1)\kappa^2I_j\right],\qquad j<\sigma .\tag{21}$$

Let $\Delta\ge1$. The case $j=0$ gives $I_2=0$. For $1\le j\le\Delta-1$ the coefficient on the left is nonzero, since $j<\Delta<\sigma$. At $j=1$ the factor $(j-1)$ removes the nonzero integral $I_1$, so $I_3$ is proportional to $I_2$ and vanishes. For $j\ge2$ the right side contains $I_{j+1}$ and $I_j$, both already shown to vanish, so $I_{j+2}=0$. The induction reaches $j=\Delta-1$, that is $s=\Delta+1$, and (11) is proved without any use of Laguerre polynomials.

At $j=\Delta$ the left coefficient is zero. The right side is also zero, because $I_{\Delta+1}=0$ and either $I_\Delta=0$ or $\Delta=1$. The equation reads $0=0$ and places no condition on $I_{\Delta+2}$, so the chain of zeros cannot be passed on. The value (13) starts a new chain. At $j=\Delta+1$, allowed when $\Delta+1<\sigma$, that is $l'\ge1$, the left factors are $(\Delta+1)^2-\Delta^2=2\Delta+1$ and $\sigma^2-(\Delta+1)^2=(\sigma-\Delta-1)(\sigma+\Delta+1)=2l'(2l+2)$. On the right $I_{\Delta+1}=0$ and $2j-1=2\Delta+1$. Cancelling $2\Delta+1$ and a factor 4,

$$I_{\Delta+3}=\frac{Z(\Delta+1)}{l'(l+1)}\,I_{\Delta+2}>0\qquad(\Delta\ge1,\ l'\ge1).\tag{22}$$

## Part (h): what is special to the Coulomb potential

Use (19) to find $I_3$ for two degenerate states of a general central potential. Test the result on the degenerate pair of the isotropic oscillator $V=r^2/2$ with $l=2$ and $l'=0$, and decide whether degeneracy alone implies the whole rule.

### Solution

At $t=-1$ the last term of (19) vanishes. The left coefficient is $(1-\Delta^2)(\sigma^2-1)=2T-D^2$, as the unfactorized bracket shows at $t^2=1$. The condition $t>-\sigma$ holds for $l>l'$, where $\sigma\ge2$. Therefore

$$(2T-D^2)\,I_3=4\langle V'\rangle .\tag{23}$$

For $\Delta\ge2$ the coefficient is nonzero, so $I_3$ vanishes if and only if the force has no radial matrix element between the two states. In the Coulomb case $V'=Z/r^2$ makes $\langle V'\rangle=ZI_2$, which degeneracy has already set to zero. For $\Delta=1$ the coefficient vanishes and (23) states $\langle V'\rangle=0$, the acceleration form of part (f) at $\omega=0$ for a general potential.

For the oscillator take $u=r^3e^{-r^2/2}$ and $v=r(\tfrac32-r^2)e^{-r^2/2}$, called 1d and 2s when the integer counts the states of given $l$. For any $f$, $(fe^{-r^2/2})''=[f''-2rf'+(r^2-1)f]e^{-r^2/2}$. With $f=r^3$ this gives $u''=(6/r^2-6+r^2-1)u=(6/r^2+r^2-7)u$. With $f=\tfrac32r-r^3$ one has $f''-2rf'=-6r-3r+6r^3=-6f$, so $v''=(r^2-7)v$. Comparison with $P$ and $Q$ shows $2E=7$ for both, so $E=3.5$ hartree.

The integrals follow from $G_p=\int_0^\infty r^pe^{-r^2}dr=\tfrac12\Gamma\!\left(\tfrac{p+1}2\right)$, which gives $G_1=\tfrac12$, $G_3=\tfrac12$, $G_5=1$, $G_7=3$, $G_2=\sqrt\pi/4$, $G_4=3\sqrt\pi/8$, $G_6=15\sqrt\pi/16$. The product is $uv=(\tfrac32r^4-r^6)e^{-r^2}$. Before normalization,

$$\int\frac{uv}{r^2}dr=\tfrac32G_2-G_4=0,\qquad\int\frac{uv}{r^3}dr=\tfrac32G_1-G_3=\tfrac14,\qquad\int uv\,r\,dr=\tfrac32G_5-G_7=-\tfrac32 .$$

The norms are $\int u^2dr=G_6=15\sqrt\pi/16$ and $\int v^2dr=\tfrac94G_2-3G_4+G_6=3\sqrt\pi/8$, so each integral is divided by $\sqrt{45\pi/128}$. This gives $I_2=0$, $I_3=0.237883$ bohr$^{-3}$ and $\langle V'\rangle=\langle r\rangle=-1.427299$ hartree/bohr. With $T=6$ and $D=6$, (23) requires $-24I_3=4\langle V'\rangle$, and indeed $-24\times\tfrac14=4\times(-\tfrac32)$.

The pair has $\Delta=2$, for which (11) would cover $s=2$ and $s=3$. The first integral vanishes and the second does not. Degeneracy alone therefore does not imply the whole rule: it secures $s=2$, and $s=3$ can fail. The unbroken chain $s=2,\dots,\Delta+1$ follows from the form $-Z/r$, which makes the right side of (19) close on the two neighbouring powers of $r$. Other potentials can have zeros of their own. For $V=r^2/2$ the right side of (19) is $-4t(t+2)\langle r^{t+2}\rangle+8t(t+1)E\langle r^t\rangle$, which links powers two apart. At $t=-2$ it gives $(4-\Delta^2)(\sigma^2-4)I_4=16EI_2=0$, so $I_4=0$ for a degenerate oscillator pair with $\Delta=4$.

Equal energies alone make $I_2$ vanish for $l\ne l'$ in any central potential of the kind considered, while the full chain of zeros up to $s=\Delta+1$ follows from the Coulomb form $-Z/r$. What remains is to apply the rule to point multipoles inside a shell and to check it against the exact solution for a point dipole.
